# Doubly charged vacancies in the space charge of an oxide surface

A reduced oxide film at 900 K carries a surface charge of $-10^{13}$ elementary charges per cm². In the model treated here its surface lies only 0.110 V below its interior, yet the density of oxygen vacancies at the surface is 17 times the interior value. The potential that linear screening theory gives for the same charge, put into the same Boltzmann factor, would yield 82. The enrichment follows from the Boltzmann factor of a charge $+2e$; the difference between 17 and 82 comes from the nonlinear part of the screening.

Let the oxide fill $x>0$, with vacancy density $c(x)$ and electron density $n(x)$. The vacancies have charge $+2e$ relative to the perfect lattice, where $e>0$, and the electrons have charge $-e$. Far inside, the potential $\phi$ is zero and the material is neutral, so that $c=c_b$ and $n=n_b=2c_b$. The plane $x=0$ carries a charge $\sigma$ per area, and there is no field outside. Both species are taken as dilute and mobile, the permittivity $\varepsilon$ as constant, and the energy of a vacancy, apart from its electrostatic part, as independent of $x$.

Equilibrium minimises the free energy per area, with the interior acting as a reservoir. Apart from the integrand's constant interior value, which is to be subtracted so that the integral converges, this free energy is

$$
\Omega=\int_0^\infty\! dx\left\{kT\left[c\left(\ln\frac{c}{c_b}-1\right)+n\left(\ln\frac{n}{n_b}-1\right)\right]+\frac{D^2}{2\varepsilon}\right\}.
$$

Gauss's law fixes the displacement, $D(x)=\sigma+\int_0^x\rho\,dx'$, with $\rho=e(2c-n)$. If the densities change slightly, the field energy changes by

$$
\int_0^\infty\! dx\,E(x)\int_0^x\!\delta\rho(x')\,dx'
=\int_0^\infty\! dx'\,\delta\rho(x')\int_{x'}^\infty\! E\,dx
=\int_0^\infty\!\phi\,\delta\rho\,dx',
$$

where $E=D/\varepsilon=-\phi'$, and the last step uses $\phi(\infty)=0$. The variation of $c(\ln(c/c_b)-1)$ is $\ln(c/c_b)\,\delta c$. Since $\delta c$ and $\delta n$ are independent,

$$
kT\ln\frac{c}{c_b}+2e\phi=0,\qquad kT\ln\frac{n}{n_b}-e\phi=0 .
$$

With $u=e\phi/kT$ this gives

$$
\frac{c}{c_b}=e^{-2u},\qquad \frac{n}{n_b}=e^{u}.
$$

The vacancy factor is an enrichment where $\phi<0$, that is, at a negatively charged surface. At a positive surface the same factor is a depletion. As a test, the free energy was minimised numerically on 40 cells of width $0.2L$, where $L$ is the screening length defined below, for the charge of the example and without assuming the Boltzmann factors. The resulting logarithms of the densities agreed with $-2u$ and $u$ to within $5\times10^{-6}$.

In an amorphous oxide the vacancy sites have a spread of energies. The factor survives if every class of site is sparsely occupied and the spread does not depend on $x$: each class is then multiplied by $e^{-2u}$, and so is their sum. It fails once deep sites begin to fill.

Vacancies form by oxygen exchange: a lattice oxygen leaves as half an O₂ molecule, and a vacancy and two electrons remain. The electrostatic energies $+2e\phi$ and $2(-e\phi)$ cancel, so the mass-action law contains no potential:

$$
c\,n^2\,p_{\mathrm{O_2}}^{1/2}=K .
$$

The Boltzmann factors agree with it, since $cn^2=c_b n_b^2\,e^{-2u}e^{2u}=4c_b^3$ at every depth. The enriched layer is therefore in equilibrium with the same gas as the interior. In the interior $4c_b^3p_{\mathrm{O_2}}^{1/2}=K$, hence $c_b\propto p_{\mathrm{O_2}}^{-1/6}$ at fixed temperature.

Poisson's equation $\varepsilon\phi''=-\rho$, multiplied by $e/(\varepsilon kT)$, becomes

$$
u''=\frac{2e^2c_b}{\varepsilon kT}\left(e^{u}-e^{-2u}\right).
$$

For small $u$ the bracket is $(1+u)-(1-2u)=3u$, so $u''=u/L^2$ with

$$
L^2=\frac{\varepsilon kT}{6e^2c_b},\qquad\text{and in general}\qquad
u''=\frac{e^{u}-e^{-2u}}{3L^2}.
$$

Multiply by $u'$ and integrate from the interior, where $u=u'=0$:

$$
\frac{u'^2}{2}=\frac{1}{3L^2}\left(e^u+\tfrac12e^{-2u}-\tfrac32\right).
$$

With $y=e^u$ this is

$$
u'^2=\frac{2y^3-3y^2+1}{3L^2y^2}=\frac{(y-1)^2(2y+1)}{3L^2y^2}.
$$

The factorisation can be checked by expanding $(y^2-2y+1)(2y+1)$. The potential must decay inwards, so $u'$ has the sign opposite to $u$, and therefore to $y-1$. Taking that root and using $y'=yu'$,

$$
y'=-\frac{(y-1)\sqrt{2y+1}}{\sqrt3\,L}.
$$

Put $s=\sqrt{2y+1}$. Then $y-1=(s^2-3)/2$ and $y'=ss'$; division by $s$ leaves

$$
s'=\frac{3-s^2}{2\sqrt3\,L}.
$$

Now define $q=(\sqrt3-s)/(\sqrt3+s)$. Its derivative is

$$
q'=-\frac{2\sqrt3}{(\sqrt3+s)^2}\,s'=-\frac{3-s^2}{L(\sqrt3+s)^2}=-\frac{q}{L},
$$

so $q=q_0e^{-x/L}$. Inverting the definition gives $s=\sqrt3(1-q)/(1+q)$. Since $(1-q)^2=(1+q)^2-4q$, the relation $y=(s^2-1)/2$ yields

$$
e^{u}=1-\frac{6q}{(1+q)^2},\qquad
\frac{c}{c_b}=\left[1-\frac{6q}{(1+q)^2}\right]^{-2},\qquad q=q_0e^{-x/L}.
$$

A negative surface has $q_0>0$, a positive one $q_0<0$. This closed form was tested against numerical solutions of Poisson's equation out to $8L$, for the example's charge, for the opposite charge, for five times the charge and for a tenfold lower $c_b$. The largest difference in $u$ was $7\times10^{-10}$.

The charge fixes $q_0$. With no field outside, $\varepsilon E(0)=\sigma$, so $u'(0)=-S/L$ with $S=\sigma eL/(\varepsilon kT)$. Comparison with the first integral gives

$$
S=\frac{(y_0-1)\sqrt{2y_0+1}}{\sqrt3\,y_0},
\qquad 2y_0^3-3(1+S^2)y_0^2+1=0 ,
$$

where the cubic follows by squaring. Its left side is $1$ at $y_0=0$, $-3S^2$ at $y_0=1$, and positive for large $y_0$. It is negative for large negative $y_0$, so its three roots are one negative, one between 0 and 1, and one above 1. A negative charge selects the second, a positive charge the third. Dividing the cubic by $y_0^2$ and multiplying by $c_b$, with $3S^2c_b=\sigma^2/(2\varepsilon kT)$, gives

$$
c(0)+n(0)=3c_b+\frac{\sigma^2}{2\varepsilon kT}.
$$

This is a balance of forces: the excess pressure of the mobile charges at the surface equals the electrostatic stress there.

For the example take a relative permittivity of 80 and $c_b=10^{18}$ cm⁻³, with $kT=0.0776$ eV. Then $L=7.56$ nm. The surface field is 0.226 MV/cm in magnitude, and its product with $L$ is 0.171 V. Dividing by $kT/e$ and restoring the sign gives $S=-2.20$. The cubic gives $y_0=0.2418$, hence

$$
\phi(0)=0.0776\,\ln(0.2418)\ \mathrm{V}=-0.110\ \mathrm{V},\qquad
\frac{c(0)}{c_b}=\frac1{0.2418^2}=17.1 .
$$

The force balance, in units of $c_b$, reads $17.10+0.48=3+14.58$. Linear theory would set $u(0)=S$, a potential of $-0.171$ V. Put into the Boltzmann factor, this gives $e^{4.41}=82$; with the factor linearised as well, it gives $1-2S=5.4$, which is too low. The linear potential is too large in magnitude because the accumulated vacancies screen more strongly than the linear response allows, and the exponential magnifies the error in the potential.

The enrichment is confined near the surface: it is 10.4 at 1 nm, 3.4 at 5 nm and 1.16 at 20 nm. When $y\ll1$, the product $(1-y)\sqrt{2y+1}$ differs from 1 only at order $y^2$, so $y'\approx1/(\sqrt3L)$ and

$$
c\approx\frac{c_b}{\left(y_0+x/\sqrt3L\right)^2}=\frac{\varepsilon kT}{2e^2(x+b)^2},\qquad b=\sqrt3\,L\,y_0 .
$$

Here $b=3.17$ nm, and at 1 nm the formula gives an enrichment of 9.9. Near a strongly charged surface the decay is thus algebraic, and $c_b$ enters only through $b$, which itself becomes independent of $c_b$ in the strong-charge limit, where $y_0\approx1/(\sqrt3|S|)$ and $b\approx L/|S|=\varepsilon kT/(e|\sigma|)$.

Far inside, $q$ is small and $u\approx-6q_0e^{-x/L}$. For a strong negative charge $s_0\to1$, so $q_0\to(\sqrt3-1)/(\sqrt3+1)=2-\sqrt3$, and the amplitude $6q_0$ saturates at 1.61. In the example it is 1.05, against 2.20 in linear theory: seen from the interior, the surface appears to carry less than half its charge. For a strong positive charge $s_0\to\infty$ and $q_0\to-1$, so the amplitude tends to 6. The difference arises because singly charged electrons screen a positive surface and doubly charged vacancies a negative one. Reversing the sign of the charge in the example, with all else fixed, gives $\phi(0)=+0.169$ V, a vacancy ratio of 0.013 and an electron ratio of 8.8.

The force balance also shows how the gas affects the surface. Raise the oxygen pressure by $10^6$ at fixed temperature and fixed $\sigma$. Without acceptors, the interior density falls tenfold, to $10^{17}$ cm⁻³, but $c(0)$ falls only from $1.71\times10^{19}$ to $1.49\times10^{19}$ cm⁻³, or 13%. The enrichment factor rises from 17 to 149 because its denominator has fallen. In a device $\sigma$ may itself depend on pressure, for example when it comes from adsorbed oxygen, and that dependence must then be added.

The number of excess vacancies per area is $\Gamma=\int_0^\infty(c-c_b)\,dx$. From the equation for $y'$, $dx=\sqrt3L\,dy/[(1-y)s]$, and $y^{-2}-1=(1-y)(1+y)/y^2$. Therefore

$$
\Gamma=\sqrt3\,Lc_b\int_{y_0}^{1}\frac{1+y}{y^2s}\,dy .
$$

Because $ds/dy=1/s$,

$$
\frac{d}{dy}\frac{s}{y}=\frac{1}{ys}-\frac{s}{y^2}=\frac{y-(2y+1)}{y^2s}=-\frac{1+y}{y^2s},
\qquad
\Gamma=\sqrt3\,Lc_b\left(\frac{s_0}{y_0}-\sqrt3\right).
$$

The example gives $\Gamma=4.33\times10^{12}$ cm⁻². Twice this number, divided by the $10^{13}$ cm⁻² of surface charge, is 0.865; the missing electrons supply the other 13.5% of the screening. If the film exchanges oxygen freely, $\Gamma$ is also the number of lattice oxygen atoms per area that leave when the surface is charged, not counting any oxygen that forms the surface charge itself.

This number is not small for a thin film. A 100 nm film with $c_b=10^{18}$ cm⁻³ holds $10^{13}$ vacancies per cm², so the excess is 43% of its content. If the surface of a sealed film is charged by electrons taken from the film, the vacancies can only be redistributed, and the interior density drops to a value $c_b'$ fixed by

$$
c_b'd+\Gamma(c_b')=c_bd .
$$

This holds for one charged face and a thickness $d$ much larger than the screening length. The solution is $c_b'=5.55\times10^{17}$ cm⁻³, with $c(0)=1.60\times10^{19}$ cm⁻³. The enrichment is then 29 relative to the actual interior, but 16 relative to the film before charging. The "bulk" in the Boltzmann factor is the interior that coexists with the charged surface.

Two of the assumptions can be relaxed within the same first integral. Multiplying $\varepsilon\phi''=-\rho$ by $\phi'$ and integrating from the interior gives

$$
\frac{\sigma^2}{2\varepsilon kT}=P(u_0),\qquad \frac{dP}{du}=-\frac{\rho}{e},\qquad P(0)=0 .
$$

If vacancies compete for $N$ sites per volume, the Boltzmann relation becomes $c/(N-c)=e^{-2u}c_b/(N-c_b)$. Solving for $c$ and integrating $-2c$ over $u$ gives the vacancy part of $P$ as $N\ln[1+(c_b/N)(e^{-2u}-1)]$. With three oxygen sites per cubic cell of edge 0.39 nm, the occupied fraction at the surface is $3.4\times10^{-4}$, and $c(0)$ falls by 0.02%. Immobile acceptors of density $N_A$ add $-eN_A$ to $\rho$, hence $N_Au$ to $P$, and neutrality changes to $n_b=2c_b-N_A$. At fixed $c_b$ and $\sigma$, $N_A=10^{17}$ cm⁻³ raises $c(0)$ by 0.4%.

Other corrections concern the mean field. The cloud that screens a vacancy lowers its energy. With a screening length $\lambda$, the potential of the cloud at the vacancy is the limit of $2e(e^{-r/\lambda}-1)/(4\pi\varepsilon r)$ as $r\to0$, namely $-2e/(4\pi\varepsilon\lambda)$. Half its product with $2e$ is the energy

$$
W_{\mathrm{cloud}}=-\frac{(2e)^2}{8\pi\varepsilon\lambda}.
$$

This is $-0.06\,kT$ in the interior and $-0.21\,kT$ with the densities at the surface. The difference would raise the local density by about 16% at a given potential.

The gas outside has a low permittivity, so a vacancy at depth $x$ is repelled by an image charge of its own sign, $2e(\varepsilon-\varepsilon_0)/(\varepsilon+\varepsilon_0)$, at distance $2x$. Integrating the force from infinity gives

$$
W_{\mathrm{image}}=\frac{(2e)^2}{16\pi\varepsilon x}\,\frac{\varepsilon-\varepsilon_0}{\varepsilon+\varepsilon_0}.
$$

Without screening this is $0.58\,kT$ at 0.39 nm and $0.075\,kT$ at 3 nm. At a given potential it multiplies the density by 0.56 in the first case and by 0.93 in the second. Within about 1 nm of the surface it is the largest correction estimated here. Farther in, the mobile charges screen it by roughly $e^{-2x/\lambda}$: at 3 nm, where $\lambda\approx4$ nm, it falls below $0.02\,kT$, less than the opposing change of about $0.06\,kT$ in the cloud energy at that depth. The discrete surface charges, about 3.2 nm apart, also make the potential vary along the surface, an effect not sized here. The value 17 is therefore the contact value of a continuum model, not a forecast for the first atomic layer.

The permittivity and vacancy density are rough values for a strontium titanate film strongly reduced at a higher temperature; the surface charge is a round choice. At 900 K ordinary reducing gases would not be expected to maintain this vacancy density in strontium titanate, so the results for free oxygen exchange illustrate the model rather than that material. The real material can also depart from the model in its compensating charge, since residual acceptors can outnumber the electrons when the oxide is less reduced. In the limit $N_A=2c_b$, with negligible electrons, the force balance reads $e^{-2u_0}-1+2u_0=14.58$ at the same $c_b$ and $\sigma$. Its negative root gives an enrichment of 18.5 instead of 17.1. A larger change can come from vacancies that bind to the surface plane itself: they can make $\sigma$ positive, and the layer beneath is then depleted. The model also requires full ionisation. For an electron bound to a vacancy by 0.1 eV and a density-of-states mass of 4 electron masses, both rough, the ratio of singly to doubly charged vacancies in the interior is 1.4%; it grows exponentially with the binding energy. With the same mass, electron degeneracy is a correction of below 0.1% there.

The vacancies must also have time to move. Take a hopping barrier $w=0.6$ eV, an attempt frequency $\nu=10^{13}$ s⁻¹ and a hop $a=0.28$ nm, all rough, and estimate the diffusion coefficient as $D_v=a^2\nu e^{-w/kT}$, leaving out geometric factors. This gives a diffusion time $L^2/D_v$ of $1.7\times10^{-7}$ s at 900 K and about 0.9 s at 300 K, with $L$ held at its 900 K value. This is the time to diffuse over one screening length; a sealed film, which must draw vacancies from much of its thickness, takes longer to settle. On this estimate the layer can still rearrange at room temperature, though not to the profile derived above: with the same 0.1 eV binding and mass, the ratio of singly to doubly charged vacancies at 300 K is about 0.75, so full ionisation no longer holds. If oxygen exchange with the gas has stopped by then, the total number of vacancies stays at the value it had when exchange stopped. The conclusion depends strongly on the barrier. At 1.0 eV the time at 300 K is longer by $e^{0.4/0.0259}\approx5\times10^{6}$, or about two months in all, and a profile formed at high temperature can then outlast the conditions that produced it.

## Numbers as computed

```
temperature: 900 K
thermal energy kT: 0.07756 eV
relative permittivity (rough): 80 
bulk vacancy density cb: 1e+18 cm^-3
surface charge number: -1e+13 e/cm^2
surface charge: -1.602 uC/cm2
screening length L: 7.560 nm
reduced surface charge S: -2.2047 
y0 = exp(u) at surface: 0.24184 
amplitude q0: 0.17423 
surface potential: -0.1101 V
surface field magnitude: 0.226 MV/cm
surface enrichment c(0)/cb: 17.099 
surface vacancy density: 1.71e+19 cm^-3
surface electron density: 4.837e+17 cm^-3
sigma^2/(2 eps kT): 1.458e+19 cm^-3
x = 1 nm: phi = -0.0907 V, c/cb = 10.361, n/nb = 0.311
x = 2 nm: phi = -0.0759 V, c/cb = 7.082, n/nb = 0.376
x = 5 nm: phi = -0.0470 V, c/cb = 3.357, n/nb = 0.546
x = 10 nm: phi = -0.0228 V, c/cb = 1.798, n/nb = 0.746
x = 20 nm: phi = -0.0058 V, c/cb = 1.162, n/nb = 0.928
linear theory: surface potential: -0.1710 V
linear theory: enrichment exp(-2S): 82.2 
far-field amplitude 6 q0: 1.0454 
its strong-charge limit: 1.6077 
excess vacancies (oxygen released): 4.327e+12 cm^-2
share of screening by vacancies: 0.865 
positive surface: potential: 0.1685 V
positive surface: c(0)/cb: 0.0130 
positive surface: n(0)/nb: 8.785 
pO2 raised by factor: 1e+06 
  new cb: 1e+17 cm^-3
  new c(0): 1.487e+19 cm^-3
film thickness: 100 nm
excess / vacancies in film: 0.433 
sealed film: interior density: 5.547e+17 cm^-3
sealed film: c(0): 1.604e+19 cm^-3
site fraction at surface: 3.38e-04 
change of c(0) by site exclusion: -0.017 %
change of c(0), acceptors 1e17 cm^-3: 0.39 %
correlation energy, bulk: -0.061 kT
correlation energy, surface: -0.208 kT
surface coupling parameter: 0.271 
image energy at 0.39 nm: 0.580 kT
image energy at 3 nm: 0.075 kT
spacing of surface charges: 3.16 nm
vacancy energy step per cell: 0.227 kT
degeneracy correction, bulk: 0.068 %
singly/doubly charged (0.1 eV, mass 4): 0.0139 
dielectric nonlinearity: 0.182 %
relaxation time 900 K (0.6 eV, rough): 1.7e-07 s
relaxation time 300 K (0.6 eV, rough): 8.8e-01 s
largest Boltzmann-law error in u: 4.5e-06 
largest profile error in u: 7.2e-10
```
